The s Fraction of a Silicon Dangling Bond from Back-Bond Angles

Q: At the silicon–oxide interface there are silicon atoms with three silicon neighbours and one unpaired electron in a dangling orbital. I am told that the s character of that orbital can be read off the bond angles. How can the positions of three neighbours fix an orbital that points at none of them?

A: They fix it by exclusion, once we say how the three bonds use the atom's orbitals. The valence space has four members, s, p_x, p_y and p_z, taken as real and orthonormal. If three orthonormal combinations are reserved for the bonds, one combination is left over, apart from its overall sign. That remainder is the dangling orbital.

I make three assumptions. Each bond orbital on the atom, called a hybrid, points along the line to its neighbour. The three bond hybrids have equal s fractions. All four hybrids are orthonormal. The first assumption is the one to distrust, and we should come back to it.

Q: Before that, which angle do you mean? "Back-bond angle" could be the angle between two bonds, or between a bond and the axis of the dangling orbital.

A: I mean the angle w between two back bonds, the same for all three pairs. Let n₁, n₂, n₃ be unit vectors from the atom to its neighbours. Then

n_i·n_j = cos w for i ≠ j.

I write c = cos w. The angle between the dangling axis and a bond is a different quantity, θ, which will be related to w below.

Q: Write down a bond hybrid, then, and show me where the angle enters.

A: Let b be its s fraction, meaning the square of its s amplitude. Normalization leaves 1 − b for the p part:

h_i = √b s + √(1−b) (n_i·p), with n_i·p = n_ix p_x + n_iy p_y + n_iz p_z.

The positive lobe of p_x lies at positive x, and likewise for y and z. With both square roots positive, the s and p parts add on the neighbour's side, so the larger lobe faces the neighbour.

The overlap of two p parts follows from the orthonormality of p_x, p_y and p_z. The cross terms vanish, and

⟨n_i·p | n_j·p⟩ = n_ix n_jx + n_iy n_jy + n_iz n_jz = c.

The s orbital is orthogonal to every p orbital, so the overlap of two bond hybrids has two terms:

⟨h_i | h_j⟩ = √b √b + √(1−b) √(1−b) c = b + (1−b) c.

Orthogonality sets this to zero. Collecting the terms in b gives

b + c − bc = 0
b (1 − c) = −c
b = −c/(1 − c).

Q: For an acute angle c is positive and your s fraction is negative. Has something broken?

A: The assumptions have become incompatible. When c > 0, both terms in b + (1−b)c are non-negative for 0 ≤ b ≤ 1, and they cannot vanish together. The smallest overlap occurs at b = 0, where it equals c. At w = 85° it is 0.0872, so no admixture of s makes the hybrids orthogonal. An atom with such bonds can exist, but its orthogonal hybrids cannot all point along the bonds.

There is also an upper limit, from geometry. The squared length of a vector cannot be negative, so

|n₁ + n₂ + n₃|² = 3 + 2(c + c + c) = 3 + 6c ≥ 0.

This requires c ≥ −1/2, or w ≤ 120°. The working range is therefore 90° ≤ w ≤ 120°.

Q: You now have the bond hybrids. What is the s fraction of the dangling one?

A: Call the dangling hybrid d and its s fraction f. The four orthonormal hybrids form a complete basis of the valence space, so the s orbital can be expanded in them:

s = Σ_i h_i ⟨h_i | s⟩ + d ⟨d | s⟩.

The squared norm of the left side is 1. On the right it is the sum of the squared coefficients, which are the s fractions of the hybrids. Hence

1 = 3b + f.

Inserting b and using a common denominator,

f = 1 − 3b = 1 + 3c/(1 − c) = (1 − c + 3c)/(1 − c),

so that

f = (1 + 2 cos w)/(1 − cos w), 90° ≤ w ≤ 120°.

The physical content is a sharing rule. The atom has one s orbital to distribute. Wider angles between the bonds demand more s character in the bond hybrids, and less remains for the dangling orbital.

Q: That is bookkeeping. It does not tell me that the leftover orbital points away from the neighbours. Could it point sideways?

A: Orthogonality decides that too. For f < 1 write

d = √f s + √(1−f) (m·p),

with m a unit vector. Its overlap with each bond hybrid must vanish:

√(f b) + √((1−f)(1−b)) m·n_i = 0.

Neither f nor b depends on i, so m·n_i has the same value for all three bonds. Subtracting two of these conditions gives m·(n_i − n_j) = 0. The differences n_i − n_j span the plane perpendicular to the threefold axis, so m lies along that axis. For f > 0 and b > 0 the first term is positive, hence m·n_i is negative: the larger lobe points away from the bonds.

Now define θ by cos θ = m·n_i. The sum n₁ + n₂ + n₃ lies along the axis and has length 3|cos θ|. Comparing with its squared length above,

9 cos²θ = 3 + 6c
cos²θ = (1 + 2c)/3
sin²θ = 1 − (1 + 2c)/3 = 2(1 − c)/3.

Therefore 1 + 2c = 3 cos²θ and 1 − c = (3/2) sin²θ. Their quotient is

f = 2 cot²θ.

This is the same result in terms of the other angle. The two angles move in opposite directions: as the atom flattens, w rises towards 120° while θ falls towards 90°. They coincide at the tetrahedral geometry, so the value of f there cannot reveal that one has been put in place of the other.

Q: Then show me some geometries whose answer I can judge without the formula.

A: Take three.

At w = 90° the bonds are mutually perpendicular, like the three p orbitals themselves. Pure p hybrids are already orthogonal, b = 0, and the whole s orbital is left over: f = 1. The dangling orbital is then spherical and has no direction.

At the tetrahedral angle, c = −1/3, and

f = (1 − 2/3)/(1 + 1/3) = (1/3)/(4/3) = 1/4.

All four hybrids have the same s fraction, as they must when the four directions are equivalent.

At w = 120° the atom lies in the plane of its neighbours. Reflection in that plane turns s into itself and the perpendicular p orbital into its negative. The bond hybrids point within the plane, so they contain only s and the two in-plane p orbitals, and three orthonormal hybrids use up that three-dimensional space. What is left is the perpendicular p orbital, which is odd under the reflection and contains no s. The formula agrees: it gives f = 0.

Q: How does f vanish as the atom approaches the plane? A small displacement might matter a great deal.

A: Put w = 120° − δ, with δ small and in radians. To first order,

cos w ≈ −1/2 + (√3/2) δ,

so 1 + 2c ≈ √3 δ, while 1 − c ≈ 3/2. This gives

f ≈ 2δ/√3.

Let h be the height of the atom above the plane of its neighbours, in units of the bond length. Then h = |cos θ|, and h² = (1 + 2c)/3 ≈ δ/√3. Hence f ≈ 2h² near the plane.

The s fraction is thus linear in the angular deficit but quadratic in the height. At w = 118° the height is already 0.1427 of a bond length, yet f is only 0.0416. The estimate 2h² gives 0.0407. A modest change of angle near the planar geometry corresponds to a sizeable displacement of the atom.

Q: Do one case in numbers, away from the special angles.

A: Take a model atom with w = 112°, a round value somewhat flatter than tetrahedral. Then cos w = −0.37461, and each bond hybrid has

b = 0.37461/1.37461 = 0.2725.

The three bonds take 3b = 0.8176 of the s orbital. The remainder is

f = 1 − 0.8176 = 0.1824.

The closed formula agrees:

f = (1 − 0.74922)/1.37461 = 0.25078/1.37461 = 0.1824.

The amplitudes in the dangling orbital are √0.1824 = 0.427 for s and √0.8176 = 0.904 for p. The angle between its axis and a bond is θ = 106.8°, with cos θ = −0.2891.

We can check orthogonality to a bond directly. The s contribution is 0.4271 × √0.2725 = 0.223. The p contribution is 0.9042 × √0.7275 × (−0.2891) = −0.223. They cancel.

The numerical output also gives f for this atom from a separate calculation. There the overlaps were integrated over the sphere, b was found as the root of the overlap, and the dangling orbital was found as the vector orthogonal to the three bond hybrids. It gives the same 0.18244.

Q: An angle of 112° differs from tetrahedral by about two and a half degrees, yet f has fallen from 0.25 to 0.18. Is it really so sensitive?

A: Differentiate. By the quotient rule,

df/dc = [2(1 − c) + (1 + 2c)]/(1 − c)² = 3/(1 − c)².

Since dc/dw = −sin w,

df/dw = −3 sin w/(1 − cos w)² per radian.

At the tetrahedral angle this is −0.0278 per degree. One degree of flattening therefore removes about 11% of the tetrahedral value 0.25. Over the 2.53° to 112° the straight-line estimate is a loss of 0.070, giving 0.180. The actual value, 0.182, is slightly larger because the slope weakens on the way, to −0.0257 per degree at 112°. This is the sensitivity of the model, not of a real radical. In SiH₃ at the Hartree–Fock level the singly occupied orbital has an s fraction on silicon of roughly 0.25 at 91°, 0.17 at the tetrahedral angle, 0.15 at 112° and 0.07 at 118°, the exact values depending on how the density is divided among atoms. The trend is the same, but the slope near the tetrahedral angle is about a third of the model's, and the rise towards f = 1 at 90° is absent.

Q: Then I could run it backwards and get an angle from a measured s fraction.

A: Algebraically, yes:

f(1 − c) = 1 + 2c
f − 1 = c(f + 2)
cos w = (f − 1)/(f + 2).

For an assumed f = 0.12 this gives cos w = −0.88/2.12 = −0.415 and w = 114.5°. Whether that is the angle between the actual bonds depends on the first assumption, and on whether the measured fraction is that of d alone.

Q: First tell me what would be measured. The unpaired electron is surely not confined to one atom.

A: It is not, and f does not say that it is. Suppose a share η of the unpaired electron's density lies in the hybrid d. The rest sits on neighbouring atoms. The density in the central atom's s and p orbitals is then

ρ_s = η f, ρ_p = η (1 − f).

The share η cancels in the ratio:

ρ_s/ρ_p = f/(1 − f).

In magnetic resonance, the coupling of the electron spin to the silicon nucleus has an isotropic contact part and a direction-dependent dipolar part. A p orbital vanishes at the nucleus, so in this one-orbital picture the contact part measures ρ_s. An s orbital is spherical, so the on-site dipolar part measures ρ_p. Their strengths, each divided by its value for a full s or p electron, give f.

This leaves out the spin polarization of the other electrons, which can add contact density, and the dipolar field of spin on neighbouring atoms. It also assumes that the unpaired orbital contains none of the central atom's bond hybrids. Unequal s and p levels can mix some of them in, and the measured ratio then no longer gives the s fraction of d alone. Taking ρ_s alone for f would understate f by the factor η.

Q: Now the first assumption. Why should a hybrid follow its bond when the atom is displaced?

A: Orthogonality does not require it. To see what depends on it, take a model in which the neighbours choose the combinations. Give s and p the same energy on the central atom, and set that energy to zero. Put one orbital on each neighbour, pointing at the central atom. Let neighbour i couple to the combination

v_i = s + √3 (n_i·p),

multiplied by a common constant. The factor √3 is a fixed ratio of p to s coupling. It makes v_i proportional to an sp³ hybrid, with s fraction 1/(1 + 3) = 1/4. The neighbour orbitals are taken as orthogonal to the central ones.

The dangling orbital of this model is the central combination that couples to no neighbour. By symmetry we look for it along the axis, with m pointing away from the bonds:

d_c = α s + β (m·p).

Its coupling to every neighbour vanishes if

α + √3 β cos θ = 0.

Squaring and inserting cos²θ = (1 + 2c)/3,

α² = 3β² cos²θ = β² (1 + 2c).

The s fraction is

f_c = α²/(α² + β²) = (1 + 2c)/(2 + 2c).

Because s and p are degenerate, the on-site energy does not mix d_c with anything else. Because its couplings vanish, neither do the neighbours. So d_c is an exact eigenstate of this model, and diagonalizing the full seven-orbital matrix confirms both its zero energy and its s fraction.

Q: That is a different formula. Which one is right?

A: Each is right for its own assumptions. They agree at the tetrahedral angle, where both give 1/4 because the ratio √3 was chosen to match an sp³ hybrid, and in the plane, where both give zero by symmetry. Elsewhere they differ. At 90° the first gives 1 and the second 1/2. At 112° they give 0.182 and 0.201, and at 115° they give 0.109 and 0.134.

The slopes show the difference near the tetrahedral geometry:

df_c/dc = [2(2 + 2c) − 2(1 + 2c)]/(2 + 2c)² = 2/(2 + 2c)².

At c = −1/3 both denominators, (2 + 2c)² and (1 − c)², equal 16/9. The slopes are therefore in the ratio 2 to 3. Per degree they are −0.0185 for the fixed couplings and −0.0278 for hybrids that follow the bonds.

Agreement in the plane does not extend to the slope either. The ratio f_c/f = (1 − c)/(2 + 2c) tends to 3/2 there, although both fractions vanish.

Q: So orthogonality has failed in the second model?

A: No, and this shows what the first formula really says. The three-dimensional space orthogonal to d_c also contains three equivalent orthonormal bond hybrids. They can be made by orthonormalizing v₁, v₂ and v₃ symmetrically. Let w′ be the angle between the p directions of two of these hybrids. The earlier derivation used orthonormality and equivalence, and it applies to them unchanged:

f_c = (1 + 2 cos w′)/(1 − cos w′).

What has changed is that w′ need not equal the angle w between the lines to the neighbours. Orthogonality relates the s fraction to the angle between hybrids. The assumption that hybrids follow bonds turns this into an angle between atoms.

The assumed fraction 0.12 illustrates the difference. The hybrids must stand at 114.5° to each other in either model. With fixed couplings, 0.12(2 + 2c) = 1 + 2c gives c = −0.76/1.76 = −0.432, so the bonds stand at 115.6°. The bonds are bent, in the sense that the hybrids point about one degree less far apart than the neighbours do. The size and even the sign of this bending depend on the coupling ratio. With a ratio λ in place of √3 the same steps give f_c = λ²cos²θ/(1 + λ²cos²θ). For λ = 1.4 this is 0.18 at the tetrahedral angle, and the fraction 0.12 puts the bonds at 113.3°, closer together than the hybrids. An angle deduced from an s fraction carries at least this kind of model dependence.

Nor is the second model a full account of silicon. The s level of a silicon atom lies below its p level. With unequal levels, d_c is no longer an eigenstate when it contains both s and p, because the on-site energies multiply its two parts by different numbers. The s fraction of the unpaired state then shifts, even at the tetrahedral angle, and the angle inferred from a given fraction can move by a few degrees.

Q: An interface is also disordered. What if the three angles are unequal?

A: Keep the hybrids along the bonds, but let each have its own s fraction b_i. Orthogonality becomes

√(b_i b_j) + √((1−b_i)(1−b_j)) cos w_ij = 0.

Divide by √((1−b_i)(1−b_j)) and define t_i = √(b_i/(1−b_i)):

t_i t_j = −cos w_ij.

For three obtuse angles all right-hand sides are positive. Multiplying the equations for pairs 12 and 13 and dividing by that for pair 23 isolates the first bond:

t₁² = −cos w₁₂ cos w₁₃/cos w₂₃.

The other two follow by exchanging labels. Solving t_i² = b_i/(1−b_i) for b_i, and using completeness again,

b_i = t_i²/(1 + t_i²), f = 1 − b₁ − b₂ − b₃.

Take w₁₂ = 106°, w₁₃ = 110° and w₂₃ = 116°. Then

t₁² = 0.2756 × 0.3420/0.4384 = 0.2150,

and b₁ = 0.2150/1.2150 = 0.177. The other bonds have 0.261 and 0.352. The bond between the two smaller angles has the least s character, and the bond between the two larger angles has the most. The dangling orbital keeps f = 0.210.

Inserting the mean angle, 110.67°, in the symmetric formula gives 0.217. For this atom the error is about 4% of the correct value within the model. That is smaller than the spread of the bond fractions might suggest, but it is one example and not a bound.

Q: Does any of this matter for a defect that captures charge? So far f is only a description.

A: It enters the energy. Let E_s and E_p be the on-site energies, with E_s < E_p, and neglect any s–p mixing by the surroundings. The mean on-site energy of the dangling hybrid is

ε_d = f E_s + (1 − f) E_p = E_p − f (E_p − E_s).

Flattening the atom lowers f and raises this energy.

That is not yet the force on the atom, because the bond hybrids change as well. Put n electrons in the dangling orbital and, for nonpolar bonds, one electron of the central atom in each bond hybrid. The number of s electrons on the atom is

N_s = n f + 3b = n f + (1 − f) = 1 + (n − 1) f.

The total number of electrons is n + 3, so the on-site energy is

E = (n + 3) E_p − [1 + (n − 1) f] (E_p − E_s).

For the neutral defect, n = 1, the angle drops out: the s character lost by the dangling electron is gained by the bonds. For n = 0, E is lowest at f = 0, which favours the plane. For n = 2 a larger f lowers E, which favours a more pyramidal atom.

This is the on-site term alone. Bond strengths, the repulsion between electrons and the elastic resistance of the lattice also act on the atom, so the argument gives the direction of one contribution and not an equilibrium angle. It does show why capturing or losing an electron can be expected to move the atom, and why the s fraction of the neutral defect should not be carried over unchanged to its charged states.

Table of computed values

```
Worked example, angle between bonds w = 112.0 deg
cos w = -0.37461
bond hybrid s fraction b = 0.27252
three bond hybrids together, 3b = 0.81756
dangling s fraction, null vector = 0.18244
dangling s fraction, formula = 0.18244
dangling p fraction = 0.81756
dangling amplitudes: s 0.4271, p along axis 0.9042
angle dangling axis to bond theta = 106.806 deg
slope df/dw at 112 deg = -0.02569 per deg
Table: w (deg), b, f, f_c, pyramid height / bond length
  90.000  0.0000  1.0000  0.5000  0.5774
 100.000  0.1480  0.5561  0.3949  0.4664
 105.000  0.2056  0.3832  0.3254  0.4010
 109.471  0.2500  0.2500  0.2500  0.3333
 112.000  0.2725  0.1824  0.2005  0.2891
 115.000  0.2971  0.1088  0.1340  0.2271
 118.000  0.3195  0.0416  0.0575  0.1427
 120.000  0.3333  0.0000  0.0000  0.0000
slope df/dw at tetrahedral angle = -0.02777 per deg
slope df_c/dw at tetrahedral angle = -0.01851 per deg
ratio of the two slopes = 0.6667
assumed dangling s fraction = 0.12
angle w from orthogonal following hybrids = 114.53 deg
angle w from fixed-coupling model = 115.58 deg
distorted atom, w12, w13, w23 = 106, 110, 116 deg
its bond s fractions = 0.1770, 0.2611, 0.3523
its dangling s fraction = 0.2096
mean angle = 110.667 deg
symmetric formula at the mean angle = 0.2174
smallest bond overlap at w = 85 deg = 0.0872
largest error of formula in six angles below 1e-10: True
```
